# Gaussian blur from fringe contrasts at two pitches

## The problem

Two coherent extreme-ultraviolet beams of wavelength 13.5 nm interfere in a thin resist and form straight fringes of pitch $p$. Before blur, the deposited-energy image is

$$I(x)=I_0\left[1+A\cos(kx)\right],\qquad k=\frac{2\pi}{p}.$$

The prefactor $A$ is unknown, but it is the same at every pitch used. It stands for unequal beam strengths, partial coherence and a uniform background. Secondary electrons and later chemical diffusion then smear the image. Take their total effect along $x$ to be a convolution with a normalised Gaussian of standard deviation $\sigma$, the same at every pitch.

Contrast $C$ means the amplitude of the first harmonic divided by the mean. For a pure sinusoid this equals (max − min)/(max + min). The chosen data are

- $p_1=44$ nm: $C_1=0.70\pm0.01$
- $p_2=28$ nm: $C_2=0.45\pm0.01$

The uncertainties are standard deviations, independent unless stated otherwise. The pitches are taken as known without error, and the beams are polarised with the electric field parallel to the fringes.

**(a)** How does the blurred contrast depend on $p$, $\sigma$ and $A$?

**(b)** Find $\sigma$ without knowing $A$.

**(c)** Find $A$. What widths would follow from each pitch alone if $A=1$ were assumed?

**(d)** Propagate the contrast errors into $\sigma$, allowing for a correlation $\rho$ between them.

**(e)** Is first-order propagation adequate here, and how does the choice of pitches affect the error?

## Hints

1. Expand $\cos[k(x-u)]$ inside the convolution. One of the two terms vanishes by symmetry.
2. For the remaining integral, differentiate with respect to $k$ and integrate by parts.
3. A factor common to two measurements disappears from their ratio.
4. To isolate $A$, multiply each logarithmic equation by its own $p_i^2$ before subtracting.
5. Work with relative contrast errors, because $d(\ln C)=dC/C$.
6. For (e), keep the squares of the errors in both the logarithm and the square root, then average.

## Full solution

### (a) The contrast law

Let the Gaussian be

$$g(u)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-u^2/(2\sigma^2)}.$$

The blurred image is $\int g(u)I(x-u)\,du$, with the integral over all $u$. Since $g$ has unit area, the constant $I_0$ is unchanged. For the oscillating part,

$$\cos[k(x-u)]=\cos kx\cos ku+\sin kx\sin ku.$$

The second term integrates to zero because $g(u)$ is even and $\sin ku$ is odd. The fringe amplitude is therefore multiplied by

$$M(k)=\int g(u)\cos(ku)\,du.$$

Differentiate and use $g'(u)=-u\,g(u)/\sigma^2$, that is, $u\,g=-\sigma^2g'$:

$$\frac{dM}{dk}=-\int u\,g\sin(ku)\,du=\sigma^2\int g'\sin(ku)\,du.$$

Integration by parts has no boundary term, because $g$ vanishes at large $|u|$. It gives

$$\frac{dM}{dk}=-\sigma^2k\int g\cos(ku)\,du=-\sigma^2kM.$$

With $M(0)=1$, the solution is $M=e^{-k^2\sigma^2/2}$. Inserting $k=2\pi/p$,

$$C(p)=A\,e^{-2\pi^2\sigma^2/p^2}.$$

Fringes much wider than the blur keep the contrast $A$; fringes much finer than the blur lose it rapidly.

### (b) The width

The logarithms of the two contrasts are

$$\ln C_1=\ln A-\frac{2\pi^2\sigma^2}{p_1^2},\qquad
\ln C_2=\ln A-\frac{2\pi^2\sigma^2}{p_2^2}.$$

Subtract the second from the first. The unknown $\ln A$ cancels:

$$L\equiv\ln\frac{C_1}{C_2}=2\pi^2\sigma^2D,\qquad D\equiv\frac1{p_2^2}-\frac1{p_1^2}.$$

Since $p_1>p_2$, $D$ is positive. A width is positive, so

$$\sigma=\sqrt{\frac{L}{2\pi^2D}}.$$

This requires $C_1>C_2$. If noise reverses the order, the model has no real width to offer.

For the data, $L=\ln(0.70/0.45)=0.4418$ and

$$D=\frac1{28^2}-\frac1{44^2}=7.590\times10^{-4}\ \text{nm}^{-2}.$$

Hence

$$\sigma^2=\frac{0.4418}{2\pi^2(7.590\times10^{-4})}=29.49\ \text{nm}^2,\qquad \sigma=5.43\ \text{nm}.$$

### (c) The prefactor

Multiply each logarithmic equation by its own squared pitch:

$$p_1^2\ln C_1=p_1^2\ln A-2\pi^2\sigma^2,$$

$$p_2^2\ln C_2=p_2^2\ln A-2\pi^2\sigma^2.$$

Now the blur terms are equal and subtraction removes them:

$$\ln A=\frac{p_1^2\ln C_1-p_2^2\ln C_2}{p_1^2-p_2^2}.$$

Numerically,

$$\ln A=1.6806\ln0.70-0.6806\ln0.45,$$

which gives $A=0.946$. The relative errors of the contrasts are

$$r_1=\frac{0.01}{0.70}=0.01429,\qquad r_2=\frac{0.01}{0.45}=0.02222.$$

For independent errors, the weighted terms add in quadrature:

$$\delta A=A\sqrt{(1.6806\,r_1)^2+(0.6806\,r_2)^2}=0.027.$$

If $A=1$ is assumed at a single pitch, the inferred width $\sigma_i$ satisfies $\ln C_i=-2\pi^2\sigma_i^2/p_i^2$. Thus

$$\sigma_i=p_i\sqrt{\frac{-\ln C_i}{2\pi^2}},$$

giving 5.91 nm at the 44 nm pitch and 5.63 nm at the 28 nm pitch. To see why they disagree, insert the full contrast law for $\ln C_i$:

$$\sigma_i^2=\sigma^2-\frac{p_i^2\ln A}{2\pi^2}.$$

For $A<1$ the last term is a positive addition that grows with pitch. Contrast lost in the optics has been booked as blur, and the coarser pitch suffers more.

### (d) The error of the width

From $\sigma^2=L/(2\pi^2D)$ at fixed pitches,

$$2\sigma\,d\sigma=\frac{dL}{2\pi^2D}.$$

Divide by $2\sigma^2$, using $2\pi^2D\sigma^2=L$ on the right:

$$\frac{d\sigma}{\sigma}=\frac{dL}{2L},\qquad dL=\frac{dC_1}{C_1}-\frac{dC_2}{C_2}.$$

Squaring $dL$ and averaging gives its variance. The cross term carries the minus sign of the difference:

$$s^2=r_1^2+r_2^2-2\rho r_1r_2.$$

Therefore, to first order,

$$\delta\sigma=\frac{\sigma s}{2L}=\frac{s}{4\pi^2D\sigma},$$

where the second form again uses $L=2\pi^2D\sigma^2$.

For independent errors, $\rho=0$ and $s=0.02642$. Then

$$\delta\sigma=\frac{5.431\times0.02642}{2\times0.44183}=0.162\ \text{nm},$$

or 3.0% of $\sigma$. The result is

$$\sigma=5.43\pm0.16\ \text{nm}.$$

For the full width at half maximum, set $e^{-x^2/(2\sigma^2)}=1/2$. This gives $x=\sigma\sqrt{2\ln2}$ on each side, so the full width is $2\sigma\sqrt{2\ln2}=12.8\pm0.4$ nm.

Positive correlation helps. With $\rho=0.5$ and the same individual errors, $\delta\sigma$ falls to 0.120 nm. The reason is clearest for a common gain error, which multiplies both contrasts by the same number: the ratio, and hence $\sigma$, is unchanged, while $A$ absorbs the whole factor.

### (e) Validity and choice of pitches

Write the measured contrasts as $C_i(1+\eta_i)$, where the independent relative errors $\eta_i$ have zero mean and variance $r_i^2$. Using $\ln(1+\eta)\simeq\eta-\eta^2/2$, the change in $L$ is

$$\Delta L\simeq\eta_1-\eta_2-\tfrac12(\eta_1^2-\eta_2^2).$$

Its mean is $(r_2^2-r_1^2)/2$, and its mean square is $s^2$ to second order. Since $\sigma\propto\sqrt L$, the fractional change of the width is

$$\sqrt{1+\frac{\Delta L}{L}}-1\simeq\frac{\Delta L}{2L}-\frac{(\Delta L)^2}{8L^2}.$$

Averaging gives the mean shift

$$\langle\Delta\sigma\rangle\simeq\sigma\left[\frac{r_2^2-r_1^2}{4L}-\frac{s^2}{8L^2}\right]=-0.0015\ \text{nm}.$$

This is about one hundredth of $\delta\sigma$ and can be ignored. A direct test with two million random pairs of contrasts, drawn with independent Gaussian errors, gave a standard deviation of 0.163 nm and a mean shift of −0.0016 nm. First-order propagation is adequate because $s\ll L$. It fails when the two contrasts differ by an amount comparable with their errors.

The pitches enter through a compromise. Suppose $p_2$ is raised to 36 nm while $p_1$, $\sigma$, $A$ and the absolute contrast errors are held fixed. The second contrast becomes 0.603, closer to the first, and $\delta\sigma$ rises to 0.400 nm. As $p_2\to p_1$, $L\to0$ and the error diverges. In the opposite limit, $p_2\to0$, $L$ grows as $1/p_2^2$, but $r_2=0.01/C_2$ grows exponentially in $1/p_2^2$, so the error diverges again. The best second pitch lies between these limits.

A small blur is also difficult to measure. With the pitches, $A$ and the absolute contrast errors fixed, $s$ approaches a constant as the blur becomes small. The first-order error $\delta\sigma=s/(4\pi^2D\sigma)$ then rises roughly as $1/\sigma$, but the formula holds only while $L$ remains large compared with $s$. Closer to zero the formula fails: its divergence is not a real spread, and noise often makes $L$ negative, leaving no real width. The error of $\sigma^2$, equal to $s/(2\pi^2D)$, has no such divergence. Near zero blur, $\sigma^2$ is the better quantity to report.

### Beside a real exposure

A 13.5 nm photon carries 91.8 eV, enough to release an electron that produces further low-energy electrons. A total blur of several nanometres is a rough typical size for a chemically amplified resist, and the example lies in that range. Its 5.43 nm includes acid diffusion and any other Gaussian smearing; it is not the secondary-electron range alone.

Real exposures also depart from the assumptions. If 1 nm rms of Gaussian fringe vibration is included in the measured blur, variances subtract and the resist width is lower by 0.09 nm. If $A$ is lower by a fraction $\varepsilon$ at $p_2$, the corrected contrast is $C_2/(1-\varepsilon)$. Then $L$ changes by $\ln(1-\varepsilon)\simeq-\varepsilon$, and $\sigma$ by about $-\sigma\varepsilon/(2L)$; a 1% mismatch gives −0.06 nm. Raising the assumed $p_2$ by 0.1 nm changes $\sigma$ by +0.03 nm. If the measured signal is a saturating response $1-e^{-E}$ to the blurred dose $E$, with mean $E=0.10$, correcting both contrasts lowers $\sigma$ by 0.05 nm. For the sizes assumed here, each of these shifts is smaller than the statistical error. Saturation needs particular care, because its shift grows with the mean dose: it is −0.10 nm at $E=0.2$ and −0.17 nm at $E=0.3$, about equal to the statistical error. For these data the correction also raises $A$, to 0.98 at $E=0.1$ and to 1.03 at $E=0.3$, slightly above the physical limit of 1. The two variations treat assumptions that can move the answer further.

## Variation 1: unpolarised beams

**Question.** The same contrasts were measured with unpolarised beams. What is $\sigma$?

**Solution.** Let the beams travel at angles $\pm\theta$ to the surface normal. Their fringe pitch is $p=\lambda/(2\sin\theta)$, with $\theta$ measured in vacuum; refraction at the flat surface does not change the pitch. It does change the angle between the beams inside the resist, where $\sin\theta$ becomes $\sin\theta/n$. The refractive index $n$ is slightly below 1 at this wavelength and is set to 1 in what follows.

Fields parallel to the fringes are parallel to each other and interfere fully. Fields in the plane of the two beams are inclined to each other by $2\theta$, so their interference term carries a factor $\cos2\theta$. Unpolarised light contains equal intensities of both kinds. The contrast factor is their average:

$$P=\frac{1+\cos2\theta}{2}=\cos^2\theta=1-\frac{\lambda^2}{4p^2}.$$

It is 0.9765 at 44 nm and 0.9419 at 28 nm. The prefactor now depends on pitch, but in a known way. Dividing each contrast by its own $P_i$ restores a common $A$, so $L$ is replaced by

$$L'=\ln\frac{C_1/P_1}{C_2/P_2}=L-\ln\frac{P_1}{P_2}.$$

The width becomes 5.20 nm for $n=1$. The last digit depends on the index: $n=0.97$ gives 5.19 nm and $n=0.92$ gives 5.16 nm. Ignoring polarisation would overstate it by 0.23 nm, more than the statistical error of 0.16 nm.

The two contrasts give no warning of this. For $\lambda\ll p$, $\ln P\simeq-\lambda^2/(4p^2)$, which has the same $1/p^2$ dependence as Gaussian blur. The polarisation must be known independently.

## Variation 2: a different blur shape

**Question.** Replace the Gaussian by the two-sided exponential $h(u)=e^{-|u|/a}/(2a)$. Can the two contrasts rule it out?

**Solution.** Because $h$ is even, its contrast factor is

$$\frac1a\int_0^\infty e^{-u/a}\cos(ku)\,du=\frac1{1+a^2k^2}.$$

Thus $C_i(1+a^2k_i^2)=A$ at both pitches, with $k_i=2\pi/p_i$. Equate the two expressions and collect the terms in $a^2$:

$$C_1-C_2=a^2(C_2k_2^2-C_1k_1^2),$$

$$a^2=\frac{C_1-C_2}{C_2k_2^2-C_1k_1^2}.$$

The denominator is positive for these data, and $a=5.46$ nm. The variance of $h$ is

$$\frac1a\int_0^\infty u^2e^{-u/a}\,du=2a^2,$$

so the rms width is $\sqrt2\,a=7.72$ nm, compared with 5.43 nm for the Gaussian. Both shapes reproduce both contrasts. The error bar of 0.16 nm is conditional on the Gaussian shape and does not cover this difference.

The prefactor offers a clue. A non-negative image requires $A\le1$, whereas the exponential fit gives $A=1.126\pm0.061$. That is about two standard errors above the limit: evidence against this shape if the contrast scale is correctly calibrated, but not an exclusion.

A third pitch gives a more direct test. At 22 nm the Gaussian predicts a contrast of 0.284 and the exponential 0.328. If the new contrast also has an independent error of 0.010, the combined error of measurement and Gaussian prediction is 0.017. The gap of 0.044 is then 2.6 such errors: useful discrimination, though not decisive from one measurement.

A modest exponential part matters much less. Suppose an exponential spread with $a=2$ nm acts together with a Gaussian of width $g$. Successive convolutions multiply the contrast factors, so the Gaussian analysis applies to $C_i(1+a^2k_i^2)$ and gives $g=4.74$ nm. The variances add, and the total rms width is $\sqrt{g^2+2a^2}=5.52$ nm, only 0.09 nm above the purely Gaussian result. The numerical output lists the values for all these cases.

## Calculated quantities

```
Wavelength: 13.5 nm
Photon energy: 91.8 eV
Pitches p1, p2: 44.0, 28.0 nm
Contrast C1: 0.700 +/- 0.010 (no unit)
Contrast C2: 0.450 +/- 0.010 (no unit)
Log ratio L: 0.44183 (no unit)
Inverse-square pitch difference D: 7.589813e-04 nm^-2
Blur variance sigma^2: 29.492 nm^2
Blur sigma: 5.431 nm
Relative errors r1, r2: 0.01429, 0.02222 (no unit)
Error s of L: 0.02642 (no unit)
Relative error of sigma: 2.99 %
Error of sigma: 0.162 nm
Sampled error of sigma: 0.163 nm
Second-order mean shift: -0.00154 nm
Sampled mean shift: -0.00158 nm
Error of sigma for correlation 0.5: 0.120 nm
Full width at half maximum: 12.79 nm
Error of full width: 0.38 nm
Weights of ln C1, ln C2 in ln A: 1.6806, -0.6806
Prefactor A: 0.946 +/- 0.027 (no unit)
Sigma from p1 if A=1: 5.915 nm
Sigma from p2 if A=1: 5.632 nm
Closer second pitch: 36.0 nm
Contrast there: 0.603 (no unit)
Error of sigma with closer pitch: 0.400 nm
Alternative readings of the same two contrasts:
Unpolarised factors at p1, p2: 0.9765, 0.9419 (no unit)
Sigma if unpolarised: 5.204 nm
Change if unpolarised: -0.226 nm
Mixed blur, exponential decay length: 2.0 nm
Mixed blur, Gaussian part: 4.741 nm
Mixed blur, total rms width: 5.521 nm
Change of rms width, mixed blur: +0.090 nm
Pure exponential, decay length: 5.460 nm
Pure exponential, rms width: 7.722 nm
Pure exponential, A: 1.126 +/- 0.061 (no unit)
Saturation, mean dose exponent: 0.10 (no unit)
Saturation, corrected C1, C2: 0.7265, 0.4706
Change of sigma, saturation: -0.048 nm
Assumed rms fringe vibration: 1.0 nm
Change of sigma, vibration removed: -0.093 nm
Prefactor lower at p2 by: 1.0 %
Change of sigma, mismatch: -0.062 nm
Linear estimate of that change: -0.061 nm
Increase of assumed p2: 0.1 nm
Change of sigma, pitch: +0.033 nm
Third pitch: 22.0 nm; contrast error there: 0.010
Third contrast, Gaussian: 0.284 (no unit)
Third contrast, exponential: 0.328 (no unit)
Gap between shapes: 0.044 (no unit)
Test error if Gaussian predicted: 0.017 (no unit)
Test error if exponential predicted: 0.015 (no unit)
Gap over Gaussian test error: 2.61 (no unit)
```
